# How Coordinate Weights Affect Saddles and Steepest-Descent Paths, part 1

(Sections cited here and not found follow in the second part.)

## Critical points and descent under a change of coordinates

When iron is nitrided, nitrogen atoms enter the metal and hop between interstitial sites. In a calculation with a periodic cell, the hop has two parts that are measured in different ways. The nitrogen atom moves by a fraction of a nanometre, and the cell, stretched along one axis before the hop, becomes stretched along another. The displacement is a length and the strain is a pure number. A search that moves along the steepest direction combines them into one step, so it needs a rule saying how much strain counts as much as one nanometre of displacement. The energy function does not prescribe that rule. The question is which results of the search depend on it.

**The setting.** Let the configuration be described by $n$ real coordinates $x=(x_1,\dots,x_n)$ in an open region $U$, and let the energy $E(x)$ have continuous second derivatives. A second description uses coordinates $q=(q_1,\dots,q_n)$ in an open region $V$, with $x=\varphi(q)$. The map $\varphi$ takes $V$ onto $U$, is one-to-one, has continuous second derivatives, and has an invertible matrix of first derivatives everywhere:

$$
J_{ki}=\frac{\partial x_k}{\partial q_i},\qquad \det J\neq 0,\qquad \tilde E(q)=E(\varphi(q)). \tag{1}
$$

By the inverse function theorem the inverse map is then as smooth as $\varphi$. A change of weights is the simplest case, with $J$ constant and diagonal.

**Critical points.** Write $g_k=\partial E/\partial x_k$. The chain rule gives $\partial\tilde E/\partial q_i=\sum_k g_k J_{ki}$, or in matrix form

$$
\nabla_q\tilde E=J^{T}g. \tag{2}
$$

Since $J^T$ is invertible, the left side vanishes if and only if $g=0$. The critical points in the two descriptions therefore correspond one to one, and by the definition of $\tilde E$ they have equal energies. Energy differences between a saddle and a minimum are equal as well.

Invertibility is needed. Take $E=(x-1)^2$ and put $x=q^2$. Then $d\tilde E/dq=4q(q^2-1)$ vanishes at $q=0$, although $dE/dx=-2$ at the corresponding point $x=0$. The new critical point is produced by the map, whose derivative $2q$ is zero there.

**Curvature.** Let $H_{kl}=\partial^2E/\partial x_k\partial x_l$. Differentiating $\sum_k g_kJ_{ki}$ once more with respect to $q_j$, we must differentiate both factors. The first gives $\partial g_k/\partial q_j=\sum_l H_{kl}J_{lj}$ and the second gives $\partial J_{ki}/\partial q_j$. Hence

$$
\tilde H_{ij}=\sum_{kl}J_{ki}H_{kl}J_{lj}+\sum_k g_k\,\frac{\partial^2x_k}{\partial q_i\,\partial q_j}. \tag{3}
$$

At a critical point $g=0$, the second sum drops out, and

$$
\tilde H=J^{T}HJ. \tag{4}
$$

This is not a similarity transformation, which would have $J^{-1}$ in place of $J^T$. The eigenvalues of $\tilde H$ therefore generally differ from those of $H$. Their signs are another matter.

**The index.** The index $n_-$ of a symmetric matrix $H$ is the number of its negative eigenvalues, counted with multiplicity. An index of zero with no zero eigenvalues means a minimum. An index of one, again with no zero eigenvalues, means a saddle with a single direction of negative curvature.

The index can be stated without eigenvalues: it is the largest dimension of a subspace on which $v^THv<0$ for every nonzero $v$. To see this, note first that the eigenvectors with negative eigenvalues span such a subspace, of dimension $n_-$. Now let $W$ be any subspace of larger dimension. The remaining eigenvectors span a subspace of dimension $n-n_-$, on which $v^THv\ge0$. The two dimensions add up to more than $n$, so the two subspaces share a nonzero vector. On that vector $v^THv\ge0$, so $W$ does not qualify.

At a critical point, (4) gives

$$
v^{T}\tilde Hv=(Jv)^{T}H(Jv). \tag{5}
$$

If $\tilde H$ is negative on a subspace $\tilde W$, then $H$ is negative on $J\tilde W$, which has the same dimension because $J$ is invertible. So the index of $\tilde H$ cannot exceed that of $H$. The same argument with $J^{-1}$ gives the reverse inequality, and the two indices are equal. Replacing "negative" by "positive" throughout shows that the numbers of positive eigenvalues agree. The numbers of zero eigenvalues then agree too, since each set has $n$ members.

This statement belongs to critical points. Elsewhere the last term of (3) can reverse a curvature. Take $E=x^2/2$ and $x=\ln q$ with $q>0$. The curvature in $x$ is $1$ everywhere. In the new coordinate

$$
\frac{d^2\tilde E}{dq^2}=\frac{d}{dq}\left(\frac{\ln q}{q}\right)=\frac{1-\ln q}{q^2},
$$

which at $x=2$, that is $q=e^2$, equals $-e^{-4}\approx-0.018$. Hence the number of negative curvatures at a point that is not critical can depend on the coordinates, while the number at a saddle does not. If $J$ is constant, as in a change of weights, the last term of (3) vanishes and the two descriptions give the same number at each point.

**The lowest pass.** The barrier between two given minima $a$ and $b$ can be defined without any notion of distance. For each continuous path $\gamma(t)$ from $a$ to $b$ take the highest energy on it, and then take the greatest lower bound over all paths:

$$
E_{\rm pass}=\inf_{\gamma}\,\max_t E(\gamma(t)). \tag{6}
$$

The map $\varphi^{-1}$ turns each path in $U$ into a continuous path in $V$ with the same energies along it, and $\varphi$ turns it back. The two descriptions thus compare the same set of maxima, and $E_{\rm pass}$ is the same in both.

**What steepest means.** A direction of steepest descent is the one in which the energy falls most for a step of given length. It presupposes a length. If the length of a step is $|dq|=(\sum_i dq_i^2)^{1/2}$, the Cauchy–Schwarz inequality gives

$$
d\tilde E=\nabla_q\tilde E\cdot dq\;\ge\;-|\nabla_q\tilde E|\,|dq|,
$$

with equality when $dq$ points against the gradient. The steepest-descent path in $q$ therefore obeys

$$
\frac{dq}{dt}=-\nabla_q\tilde E, \tag{7}
$$

where $t$ merely labels points on the curve and is not physical time. To draw this curve in $x$, multiply by $J$ and use (2):

$$
\frac{dx}{dt}=J\frac{dq}{dt}=-JJ^{T}g=-Mg,\qquad M=JJ^{T}. \tag{8}
$$

Steepest descent in $x$ itself would have been $dx/dt=-g$. The matrix $M$ records the difference. It is symmetric, and $v^TMv=|J^Tv|^2>0$ for $v\ne0$, so it is positive definite. Along (8) the energy changes at the rate

$$
\frac{dE}{dt}=g^{T}\frac{dx}{dt}=-|J^{T}g|^2, \tag{9}
$$

which is negative except at critical points. Both curves go downhill; they disagree about which downhill direction is steepest. The length behind (8), expressed in $x$, follows from $dq=J^{-1}dx$:

$$
|dq|^2=dx^{T}(J^{-1})^{T}J^{-1}dx=dx^{T}M^{-1}dx. \tag{10}
$$

**When the paths agree.** At a point with $g\neq0$, the directions $-g$ and $-Mg$ coincide if and only if

$$
Mg=\lambda g \tag{11}
$$

for some number $\lambda$, which is positive because $M$ is positive definite. If (11) holds all along a steepest-descent curve $dx/dt=-g$, relabel the curve by $d\tau=dt/\lambda$. Then $dx/d\tau=-\lambda g=-Mg$, so the same curve solves (8) and only the labelling differs.

For the paths to agree whatever the energy, (11) must hold for every vector $g$, since the energy $E=v\cdot x$ has the arbitrary gradient $v$. Let $e_i$ and $e_j$ be unit vectors along two axes with $Me_i=\lambda_ie_i$ and $Me_j=\lambda_je_j$. Their sum must also be an eigenvector, so $\lambda_ie_i+\lambda_je_j$ is a multiple of $e_i+e_j$, and $\lambda_i=\lambda_j$. Hence $M$ is a multiple of the unit matrix at each point. Such a map stretches equally in all directions locally and is called conformal. Unequal weights do not have this property.

**Leaving a saddle.** Near a critical point $x^*$ put $\xi=x-x^*$. To first order $g=H\xi$, and (8) becomes $d\xi/dt=-MH\xi$. Try $\xi=e^{\mu t}Jz$ with a fixed vector $z$. Then $\mu Jz=-JJ^THJz$, and multiplication by $J^{-1}$ with (4) gives

$$
\tilde Hz=-\mu z. \tag{12}
$$

The growth rates $\mu$ are the eigenvalues of $\tilde H$ with their signs reversed. At a saddle of index one without zero eigenvalues, one rate is positive in every coordinate system, so one descent curve leaves the saddle, in two opposite directions. The direction $Jz$ of that curve generally depends on the coordinates. It agrees with the direction found by steepest descent in $x$ only if the eigenvector of $H$ with the negative eigenvalue is also an eigenvector of $M$.

**A change of destination.** The path can change so much that it ends elsewhere. Consider the dimensionless energy

$$
F(x,y)=(x^2-1)^2+y^2\left(\tfrac12-x^2\right)+y^4. \tag{13}
$$

Its derivatives are $F_x=4x(x^2-1)-2xy^2$ and $F_y=y(1-2x^2+4y^2)$. For $x=0$, $F_y=0$ requires $y=0$. For $x\ne0$, $F_x=0$ requires $y^2=2(x^2-1)$. This is met by $y=0$, $x=\pm1$, or, with $4y^2=2x^2-1$, by $8x^2-8=2x^2-1$, so that $x^2=7/6$ and $y^2=1/3$.

The second derivatives are $F_{xx}=12x^2-4-2y^2$, $F_{yy}=1-2x^2+12y^2$ and $F_{xy}=-4xy$. At the origin the Hessian is diagonal with entries $-4$ and $1$, so the origin is a saddle of index one, with $F=1$. At $(\pm1,0)$ the entries are $8$ and $-1$, so these are two lower saddles, with $F=0$. At the four points $(\pm1.080,\pm0.577)$ we find $F_{xx}=28/3$, $F_{yy}=8/3$ and $F_{xy}^2=56/9$. The determinant is $168/9>0$, and the points are minima with $F=-1/12$.

Now weight the rotated axes $(x+y)/\sqrt2$ and $(x-y)/\sqrt2$ differently, so that $M$ is diagonal in them with entries $m_+$ and $m_-$. Rotating back to $x$ and $y$ gives $M_{xx}=M_{yy}=(m_++m_-)/2$ and $M_{xy}=(m_+-m_-)/2$. With $m_++m_-=2$ and $c=(m_+-m_-)/2$, (8) reads

$$
\frac{dx}{dt}=-(F_x+cF_y),\qquad \frac{dy}{dt}=-(cF_x+F_y). \tag{14}
$$

For $c=0$ the curve that leaves the origin towards positive $x$ stays on $y=0$, where $F_y=0$, and runs into the lower saddle at $(1,0)$. For $c>0$ it is pushed to positive $y$, since on $y=0$ with $0<x<1$ we have $dy/dt=-cF_x=4cx(1-x^2)>0$. Integrating (14) by a Runge–Kutta method from a point $10^{-4}$ away from the origin along $x$, with $m_+=1.5$ and $m_-=0.5$, leads to the minimum $(1.080,0.577)$. Exchanging the two weights changes the sign of $c$. Because $F$ is even in $y$, (14) is unchanged if $y$ and $c$ both change sign, so the path now ends at $(1.080,-0.577)$.

The energy is also unchanged when $x$ and $y$ both change sign, so the other half of each path ends at the opposite minimum. One choice of weights connects the saddle to the minima with $xy>0$, the other to those with $xy<0$. The statement "this saddle joins these two minima" therefore needs a stated length when it rests on descent paths.

The pass energy needs none. A path between a minimum with $x>0$ and one with $x<0$ crosses $x=0$, where $F=1+y^2/2+y^4\ge1$. Joining suitable halves of the descent paths found above gives, for each such pair, a path whose highest energy is $1$. So $E_{\rm pass}=1$ for all of these pairs, with any weights.

## Displacement and strain in a nitrogen hop

The first half compared coordinates $x$ and $q$, with $J=\partial x/\partial q$, gradient $g$ and Hessian $H$ in $x$, and $M=JJ^T$. Critical points have the same energy and index in both descriptions, and at them $\tilde H=J^THJ$. The pass energy (6) is also unchanged. Steepest descent in $q$, drawn in $x$, follows $dx/dt=-Mg$, and its direction differs from $-g$ unless $g$ is an eigenvector of $M$. These results are now applied to a model of nitrogen in body-centred cubic iron.

Critical points, their energies and indices, and the pass energy are the same in both descriptions, whereas steepest-descent paths, and even the minima they reach, can depend on the coordinates. It remains to see what this means for a nitrogen hop in body-centred cubic iron, where displacement and strain must be weighed against each other.
